# Upwind cell width and the bulk conductivity of gray phonons

## Problem

Heat flows along $x$ through an insulating crystal in which phonons carry the energy. In the gray model all phonons have one speed $v$, one free path $\Lambda$ and a total heat capacity $C$ per volume, and they move isotropically in three dimensions. Let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis. For small temperature differences the phonon energy travelling in direction $\mu$ can be expressed as a temperature $I(x,\mu)$, measured from a fixed reference. The energy per volume in the interval $d\mu$ is then $(C/2)\,I\,d\mu$, and the heat flux is

$$q=\frac{Cv}{2}\int_{-1}^{1}\mu I\,d\mu .$$

In the relaxation-time approximation the steady Boltzmann equation reads

$$\mu\Lambda\frac{dI}{dx}=T-I,\qquad T=\frac12\int_{-1}^{1}I\,d\mu .$$

The second relation says that scattering conserves energy.

The equation is discretised on uniform cells of width $d$ with centres $x_i$, by first-order upwind differences. The derivative looks towards the side from which the phonons come:

$$\frac{\mu\Lambda}{d}(I_i-I_{i-1})=T_i-I_i\quad(\mu>0),$$

$$\frac{\mu\Lambda}{d}(I_{i+1}-I_i)=T_i-I_i\quad(\mu<0).$$

Integrals over $\mu$ are taken as exact. Far from any wall the temperature profile is linear, $T_i=T_0+g\,x_i$.

(a) Which conductivity $k_\text{num}$ does the scheme assign to the material, and how does it compare with the bulk value $k$ of the gray model?

(b) What does this mean for a film 200 nm thick with $C=0.9$ MJ/(m³ K), $v=3000$ m/s and $\Lambda=7$ nm, divided into 50 cells and held between black walls that differ by 10 K? A black wall absorbs every phonon that reaches it and emits phonons at its own temperature.

## First estimate by scaling

Phonons crossing a plane were last scattered about one free path away. Those from the two sides therefore differ in temperature by about $g\Lambda$, and the physical flux is of order $Cv\Lambda g$.

The upwind scheme adds a second length. At the face between two cells, right-moving phonons carry the value of the left cell and left-moving phonons that of the right cell. These values differ by a further $gd$, because the centres are a distance $d$ apart. The extra flux is of order $Cvdg$ and has the same direction as the physical flux, down the gradient. Hence

$$\frac{k_\text{num}}{k}\sim 1+\frac{d}{\Lambda},$$

with an unknown coefficient of order one in front of $d/\Lambda$. For the film, $d=200/50=4$ nm and $d/\Lambda=0.57$. Scaling thus warns of an excess of roughly one half, but cannot fix its size.

## Exact solution of the discrete equations

**The intensity.** Since $T_i$ is linear, try $I_i=T_i-c$ with $c$ independent of $i$. Neighbouring intensities then differ by $gd$, and for either sign of $\mu$ the scheme becomes

$$\frac{\mu\Lambda}{d}\,gd=T_i-(T_i-c)=c .$$

So $c=\mu\Lambda g$ and

$$I_i=T_i-\mu\Lambda g .$$

The angular mean of $\mu$ vanishes, so the mean of $I_i$ is $T_i$: the linear profile satisfies the energy condition.

To this one may add a solution $J_i$ of the equations without the source $T_i$. With $a=|\mu|\Lambda/d$ and $\mu>0$ it obeys $a(J_i-J_{i-1})=-J_i$, hence

$$J_i=\frac{a}{1+a}\,J_{i-1}.$$

It shrinks by the factor $a/(1+a)<1$ in every cell along the direction of travel. The same holds for $\mu<0$ with the direction reversed. Such parts carry the memory of the walls and die out far from them.

**Which flux is conserved.** Two fluxes can be formed from the $I_i$, and they differ. To find the one that obeys an energy balance, average the discrete equations over all directions. The right side gives $T_i-T_i=0$. On the left, collect the terms that belong to each face:

$$\frac{\Lambda}{2d}\left[\left(\int_0^1\!\mu I_i\,d\mu+\int_{-1}^0\!\mu I_{i+1}\,d\mu\right)-\left(\int_0^1\!\mu I_{i-1}\,d\mu+\int_{-1}^0\!\mu I_i\,d\mu\right)\right]=0 .$$

The first round bracket belongs to the face between cells $i$ and $i+1$, the second to the face between $i-1$ and $i$. The quantity that passes unchanged from face to face is therefore

$$q_{i+1/2}=\frac{Cv}{2}\left[\int_0^1\mu I_i\,d\mu+\int_{-1}^0\mu I_{i+1}\,d\mu\right].$$

This is the heat that the scheme takes from one wall and delivers to the other, so it defines $k_\text{num}$ through $q_{i+1/2}=-k_\text{num}\,g$.

**Evaluation.** With $\int_0^1\mu\,d\mu=1/2$ and $\int_0^1\mu^2d\mu=1/3$, the right-moving half gives

$$\int_0^1\mu(T_i-\mu\Lambda g)\,d\mu=\frac{T_i}{2}-\frac{\Lambda g}{3}.$$

In the left-moving half $\int_{-1}^0\mu\,d\mu=-1/2$, while the integral of $\mu^2$ is again $1/3$:

$$\int_{-1}^0\mu(T_{i+1}-\mu\Lambda g)\,d\mu=-\frac{T_{i+1}}{2}-\frac{\Lambda g}{3}.$$

In the sum the temperatures leave $(T_i-T_{i+1})/2=-gd/2$. Therefore

$$q_{i+1/2}=\frac{Cv}{2}\left(-\frac{2\Lambda g}{3}-\frac{gd}{2}\right)=-\left(\frac{Cv\Lambda}{3}+\frac{Cvd}{4}\right)g .$$

For $d\to0$ the first term alone remains, which is the bulk conductivity $k=Cv\Lambda/3$. The ratio of the second term to the first is $(d/4)/(\Lambda/3)=3d/(4\Lambda)$, so

$$\boxed{k_\text{num}=k\left(1+\frac{3d}{4\Lambda}\right)}$$

No expansion in $d/\Lambda$ was made. For this profile the formula holds for thin and thick cells alike.

**The other flux.** If the intensities of a single cell are used for both directions, $T_i$ cancels between the two halves:

$$\frac{Cv}{2}\int_{-1}^{1}\mu(T_i-\mu\Lambda g)\,d\mu=-\frac{Cv\Lambda}{3}\,g .$$

This cell-centre flux shows the correct $k$, but it is not the heat that the walls exchange. A conductivity obtained from it can look free of error while the heat passing through the computed film is too large.

**Origin of the excess.** Let $T_f$ be the temperature of the linear profile at the face. The right-moving phonons there carry $T_i-\mu\Lambda g=T_f-(\mu\Lambda+d/2)g$. The left-moving ones carry $T_f+(|\mu|\Lambda+d/2)g$. Each direction thus brings its temperature from half a cell too far upstream, as if its free path along $x$ were longer by $d/2$.

The diamond difference removes this lag. It works with face values and uses their mean in the collision term:

$$\frac{\mu\Lambda}{d}(I_{i+1/2}-I_{i-1/2})=T_i-\frac{I_{i+1/2}+I_{i-1/2}}{2}.$$

Insert $I_{i+1/2}=T_f-\mu\Lambda g$. The left side is $\mu\Lambda g$, and so is the right side, since the mean of the two face temperatures is $T_i$. Both directions now refer to the same $T_f$, which cancels in the flux, and $k$ results on the same grid. The price appears in the wall terms. Without the source, the outgoing value is $(a-\tfrac12)/(a+\tfrac12)$ times the incoming one, which is negative for $a<\tfrac12$. For grazing phonons the deviation left by a wall then alternates in sign from face to face as it dies out.

## Limits and a second case

For $d\gg\Lambda$ the numerical conductivity tends to $Cvd/4$, and the free path drops out. Neighbouring cells then exchange heat like black sheets a distance $d$ apart, with flux $Cv/4$ per kelvin of difference. At $d=4\Lambda$ the conductivity is four times too large.

The formula must not be carried over to a film much thinner than $\Lambda$, where no linear interior exists. If $\Lambda\to\infty$ at fixed thickness and fixed $d$, the scheme reduces to $I_i=I_{i-1}$ for $\mu>0$ and $I_{i+1}=I_i$ for $\mu<0$. Each half of the phonons keeps the temperature of its wall, the flux is $Cv/4$ times the wall difference, and upwinding causes no error.

The angular integration also matters. Let angle brackets denote the mean over a symmetric set of directions. The same steps give

$$\frac{k_\text{num}}{k}=1+\frac{d\,\langle|\mu|\rangle}{2\Lambda\langle\mu^2\rangle},\qquad k=Cv\Lambda\langle\mu^2\rangle .$$

Two beams with $|\mu|=1/\sqrt3$ have the correct $\langle\mu^2\rangle=1/3$, but their coefficient is $(1/\sqrt3)/(2/3)=\sqrt3/2$ instead of $3/4$.

The second case is a decaying temperature wave $e^{iqx-\gamma t}$, where $q$ now denotes the wavenumber, with $q\Lambda\ll1$ and $qd\ll1$. Time is kept continuous. For $\mu>0$ the upwind difference replaces $d/dx$ by $(1-e^{-iqd})/d\approx iq+q^2d/2$; for $\mu<0$ by $(e^{iqd}-1)/d\approx iq-q^2d/2$. Multiplication by $v\mu$ gives in both cases

$$s=iv\mu q+\tfrac12v|\mu|q^2d .$$

The transient equation is $(s-\gamma+v/\Lambda)I=(v/\Lambda)T$. Solving for $I$, averaging over directions and dividing by $T$ yields

$$1=\left\langle\frac{1}{1+(\Lambda/v)(s-\gamma)}\right\rangle\approx1-\frac{\Lambda}{v}\langle s-\gamma\rangle+\frac{\Lambda^2}{v^2}\langle s^2\rangle .$$

Since $\gamma$ is of order $q^2$, it was dropped from the quadratic term. To order $q^2$ the averages are $\langle s\rangle=vq^2d/4$ and $\langle s^2\rangle=-v^2q^2/3$, so

$$\gamma=\langle s\rangle-\frac{\Lambda}{v}\langle s^2\rangle=\left(\frac{v\Lambda}{3}+\frac{vd}{4}\right)q^2 .$$

The bracket is a diffusivity, and $C$ times it is $k_\text{num}$. Long waves therefore decay too fast by the factor found in the steady state. The decay rate involves no choice between two fluxes, which supports the use of the face flux.

## The film

The bulk conductivity is

$$k=\tfrac13(0.9\times10^6)(3000)(7\times10^{-9})=6.3\ \text{W/(m K)} .$$

With $d=4$ nm the factor is $1+3\cdot4/(4\cdot7)=1.43$, so $k_\text{num}=9.0$ W/(m K).

The walls require a numerical solution. The discrete equations were solved as a linear system for the 50 cell temperatures, with eight Gauss points in $\mu$ for each direction of travel. In the middle of the film the gradient is $-0.0468$ K/nm. The face flux is 421 MW/m², and division by the gradient returns 9.0 W/(m K). The cell-centre flux there is 295 MW/m², which returns 6.3 W/(m K). Two beams on the same grid give a factor of 1.49.

The gradient accounts for $0.0468\cdot200=9.36$ K of the 10 K. The remaining 0.64 K falls at the two walls, where arriving and emitted phonons are not in balance. Most of it is a temperature jump, the rest a steeper profile close to the wall. The conductivity seen between the walls, flux times thickness over 10 K, is therefore 8.42 W/(m K). A diamond solution with 1 nm cells gives 6.00 W/(m K). The upwind value is 1.40 times as large, slightly less than the bulk factor.

Resistances show why. In units of $10^{-9}$ m² K/W, the upwind film has $200/8.42=23.75$ in total, of which $200/9.00=22.22$ belongs to the interior; the walls add about 1.5. In the finer solution the total is $200/6.00=33.3$, the interior has $200/6.30=31.7$, and the walls add about 1.6. The coarse grid lowers the interior resistance by the full factor but hardly changes the wall part.

## Comparison of estimate and solution

Scaling gave an excess $d/\Lambda=0.57$; the solution gives 0.43. The linear dependence on $d/\Lambda$ and the sign were right. The missing coefficient $3/4$ is a ratio of two angular averages. The physical flux weights each direction by $\mu^2$, once for its velocity along $x$ and once for the distance it has come, which gives $1/3$. The half-cell lag is the same for all directions, so its flux carries one factor $|\mu|$, which gives $\tfrac12\cdot\tfrac12=\tfrac14$.

Solving the formula for $d$ gives the cell width for a chosen relative excess $\epsilon$ in bulk conductivity, $d=4\epsilon\Lambda/3$. For $\Lambda=7$ nm, 5 % requires 0.47 nm and 1 % requires 0.093 nm, or about 2100 cells across the film. This rule applies to uniform first-order upwind cells, accurate angular integration and a film with a linear interior.

## Relation to a real crystal

The parameters lie in the rough regime of solid NaCl near 300 K, with $C$ counting only the acoustic branches, about half of the crystal's heat capacity. This crystal is an insulator whose heat is carried by lattice vibrations. Its lattice constant is roughly 0.56 nm, so the 1 % cell is smaller than the crystal's own unit: such refinement serves the difference scheme and adds no physics.

Of the simplifications estimated here, the single speed moves the factor most. Phonon branches bend, and their group velocity falls towards short wavelengths. For a sine-shaped branch with modes filling a sphere of wavevectors, the mean speed is 0.36 of the sound speed. If $k$, $C$ and $d$ are held fixed, the mean free path must rise in inverse proportion, and the factor drops from 1.43 to 1.16. Optical modes act the other way: an assumed equal heat capacity moving at 1000 m/s, again at fixed $k$, gives 1.57. The result for a real crystal is thus uncertain by an amount comparable with the excess itself.

A spread of free paths has a different effect. For several phonon groups $b$ the linear solution holds group by group, and the fluxes add:

$$k_\text{num}=\frac13\sum_b C_bv_b\Lambda_b+\frac d4\sum_b C_bv_b .$$

At fixed $k$ and fixed $\sum C_bv_b$ the bulk factor is unchanged. The film's true conductance does change. In the gray film the walls multiply the bulk conductivity by the factor $1/(1+1.42\,\Lambda/L)$, with $L$ the thickness; the finer solution gives this coefficient as $(6.300/6.002-1)\cdot200/7$. Now let the free path fall as the inverse square of frequency, with a density of modes that grows as the square and the same mean of 7 nm. Applying the gray reduction to each frequency separately, which is a rough interpolation, lowers the ratio of film to bulk conductivity from 0.95 to 0.81; solving all frequencies together, with one common temperature, gives 0.83. About a fifth of the bulk conductivity then comes from free paths longer than 50 nm, so this film has no fully linear interior and the bulk factor does not carry over directly: the 50-cell upwind grid overestimates the conductivity between the walls by 1.47 instead of 1.40. A gray calculation can therefore misjudge such a film even when its grid error has been removed.
